# The Least Half-to-Full Voltage of an Ideal Thermionic Selector: verification in Python

```python
"""Ideal thermionic selector: the least voltage between half and full bias.

Result under test: if I(V)/I(V/2) = R, then V/2 >= (kT/q) ln(R - 1),
which is 0.298 V for R = 1e5 at 300 K. Equality holds for an ideal
Schottky diode, I proportional to exp(qV/kT) - 1.
Symbols: V bias across the selector, R current ratio, T temperature,
barrier = metal-side barrier height, bending = band bending left in the
semiconductor, vt = kT/q. Energies are in eV, all else in SI units.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import dblquad, quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q, kB, h, hbar = c.e, c.k, c.h, c.hbar
T = 300.0
R = 1e5
barrier = 0.85
doping = 1e23
eps_rel = 12.0
mass_rel = 0.30
mobility = 0.03
cell_side = 200e-9
lines = 1000
T_hot = 358.15

eps = eps_rel * c.epsilon_0
mass = mass_rel * c.m_e
vt = kB * T / q
richardson = 4 * np.pi * q * mass * kB**2 / h**3


def fermi_gap(temp):
    """Band edge minus Fermi level in the neutral semiconductor, in eV."""
    states = 2 * (2 * np.pi * mass * kB * temp / h**2)**1.5
    return kB * temp / q * np.log(states / doping)


half = vt * np.log(R - 1)
full = 2 * half


# Emission from its definition: momentum integral with Fermi occupation.
def emitted_current(phi):
    """Current density over a barrier phi (eV above the Fermi level)."""
    a = phi / vt
    value, _ = dblquad(
        lambda t, u: u * t / (np.exp(u * u + t * t) + 1),
        np.sqrt(a), np.sqrt(a + 45), 0, 7, epsabs=0, epsrel=1e-9)
    return 16 * np.pi * q * mass * (kB * T)**2 / h**3 * value


back = emitted_current(barrier)
J_full = emitted_current(barrier - full) - back
J_half = emitted_current(barrier - half) - back
J_formula = richardson * T**2 * np.exp(-barrier / vt) * np.expm1(full / vt)
assert abs(J_full / J_formula - 1) < 1e-4
# Fermi statistics shift the ratio by about 1e-5, hence the tolerance.
assert abs(J_full / J_half / R - 1) < 1e-4
degeneracy_shift = J_full / J_formula - 1

# Random fixed charge and permittivity: can the barrier top beat the bias?
rng = np.random.default_rng(4)
nodes = 150
follow = []
for _ in range(200):
    e = rng.uniform(0.5, 2.0, nodes + 1)
    A = (np.diag(e[:-1] + e[1:]) - np.diag(e[1:-1], 1)
         - np.diag(e[1:-1], -1))
    charge = np.zeros(nodes)
    charge[rng.integers(0, nodes, 5)] = rng.normal(0.5, 1.0, 5)
    U0 = np.linalg.solve(A, charge)
    charge *= 0.8 / np.max(np.abs(U0))
    tops = []
    for bias in (half, full):
        rhs = charge.copy()
        rhs[-1] -= e[-1] * bias
        tops.append(max(0.0, np.max(np.linalg.solve(A, rhs))))
    follow.append((tops[0] - tops[1]) / half)
    net = [np.exp(-top / vt) - np.exp(-(top + bias) / vt)
           for top, bias in zip(tops, (half, full))]
    assert net[1] / net[0] <= (np.exp(half / vt) + 1) * (1 + 1e-8)
assert max(follow) <= 1 + 1e-9 and max(follow) > 0.5

# Array leakage by summing every cell of a half-bias addressed crossbar.
row = np.zeros(lines)
col = np.zeros(lines)
row[0], col[0] = full / 2, -full / 2
cell_currents = np.expm1((row[:, None] - col[None, :]) / vt)
selected = cell_currents[0, 0]
leakage = (cell_currents.sum() - selected) / selected
assert abs(leakage / (2 * (lines - 1) / R) - 1) < 1e-8


# Effects left out of the ideal law.
def bending(V):
    return barrier - fermi_gap(T) - V


def width(V):
    return np.sqrt(2 * eps * bending(V) / (q * doping))


def field(V):
    return np.sqrt(2 * q * doping * bending(V) / eps)


def image_lowering(V):
    return np.sqrt(q * field(V) / (4 * np.pi * eps))


E00 = hbar / 2 * np.sqrt(doping / (mass * eps))


def wkb_exponent(E, V):
    """Twice the integrated decay constant at energy E above the band."""
    r = E / bending(V)
    s = np.sqrt(1 - r)
    return bending(V) / E00 * (s - r * np.log((1 + s) / np.sqrt(r)))


def tunnel_gain(V):
    b = bending(V)
    below, _ = quad(lambda E: np.exp((b - E) / vt - wkb_exponent(E, V)),
                    0, b, limit=200)
    return 1 + below / vt


v_emit = np.sqrt(kB * T / (2 * np.pi * mass))


def v_layer(V):
    """Effective velocity of transport through the depletion layer."""
    b = bending(V) / vt
    integral, _ = quad(lambda s: np.exp(-b * (1 - (1 - s)**2)), 0, 1)
    return mobility * vt / (width(V) * integral)


def layer_factor(V):
    return v_layer(V) / (v_layer(V) + v_emit)


for V in (half, full):
    b, W = bending(V), width(V)
    # Image force: locate the true maximum of the full potential.
    top = minimize_scalar(
        lambda x: q / (16 * np.pi * eps * x) - b * (1 - x / W)**2,
        bounds=(2e-10, W / 2), method="bounded",
        options={"xatol": 1e-14})
    # The formula takes the field as uniform near the contact.
    assert abs((b + top.fun) / image_lowering(V) - 1) < 0.05
    # Tunnelling exponent: direct integral of the decay constant.
    for part in (0.2, 0.7):
        E = part * b
        turn = W * (1 - np.sqrt(part))
        direct, _ = quad(
            lambda x: 2 * np.sqrt(2 * mass * q * max(
                b * (1 - x / W)**2 - E, 0.0)) / hbar, 0, turn)
        assert abs(direct / wkb_exponent(E, V) - 1) < 1e-5
    # Depletion layer: integrate drift and diffusion for unit flux.
    D = mobility * vt
    sol = solve_ivp(lambda s, n: W / D + 2 * b / vt * (1 - s) * n,
                    (0, 1), [1 / v_emit], rtol=1e-9, atol=1e-16)
    flux_per_density = 1 / sol.y[0, -1]
    predicted = v_emit * layer_factor(V) * np.exp(-b / vt)
    assert abs(flux_per_density / predicted - 1) < 1e-5


def log_current(V, effects):
    value = np.log(np.expm1(V / vt))
    if "image" in effects:
        value += image_lowering(V) / vt
    if "tunnel" in effects:
        value += np.log(tunnel_gain(V))
    if "layer" in effects:
        value += np.log(layer_factor(V))
    return value


def required_half(effects):
    return brentq(lambda g: log_current(2 * g, effects)
                  - log_current(g, effects) - np.log(R), 0.25, 0.36)


assert abs(required_half(()) - half) < 1e-9
need = {name: required_half((name,)) for name in ("image", "tunnel", "layer")}
need_all = required_half(("image", "tunnel", "layer"))
assert all(value > half for value in need.values())
assert need_all > max(need.values())

half_hot = kB * T_hot / q * np.log(R - 1)
bending_hot = barrier - fermi_gap(T_hot) - 2 * half_hot

print(f"temperature: {T:.0f} K")
print(f"required current ratio: {R:.0e}")
print(f"thermal voltage kT/q: {1e3*vt:.3f} mV")
print(f"voltage per decade: {1e3*vt*np.log(10):.2f} mV")
print(f"ideal half-to-full voltage: {half:.4f} V")
print(f"ideal full bias: {full:.4f} V")
print(f"change from back-emission: {1e6*(vt*np.log(R)-half):.2f} uV")
print(f"temperature for exactly 0.30 V: {0.30*q/(kB*np.log(R-1)):.1f} K")
print(f"barrier-top shift / added bias, random cases, largest: "
      f"{max(follow):.3f}")
print(f"lines per side of array: {lines}")
print(f"half-selected cells: {2*(lines-1)}")
print(f"array leakage / selected current: {100*leakage:.2f} %")
print(f"barrier height: {barrier:.2f} eV")
print(f"doping: {doping*1e-6:.1e} cm^-3")
print(f"relative permittivity: {eps_rel:.0f}")
print(f"effective mass: {mass_rel:.2f} electron masses")
print(f"mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"cell side: {cell_side*1e9:.0f} nm")
print(f"Richardson constant: {richardson*1e-4:.1f} A/(cm2 K2)")
print(f"band edge above Fermi level: {fermi_gap(T):.3f} eV")
print(f"current density at half bias: {J_half*1e-4:.3e} A/cm2")
print(f"current density at full bias: {J_full*1e-4:.1f} A/cm2")
print(f"cell current at full bias: {J_full*cell_side**2*1e9:.1f} nA")
print(f"relative current shift by degeneracy: {degeneracy_shift:.1e}")
print(f"peak field at zero bias: {field(0)*1e-8:.3f} MV/cm")
for name, V in (("half", half), ("full", full)):
    print(f"band bending at {name} bias: {bending(V):.3f} eV")
    print(f"depletion width at {name} bias: {width(V)*1e9:.1f} nm")
    print(f"contact field at {name} bias: {field(V)*1e-8:.3f} MV/cm")
    print(f"image lowering at {name} bias: {1e3*image_lowering(V):.1f} meV")
    print(f"tunnelling gain at {name} bias: {tunnel_gain(V):.3f}")
    print(f"layer transport factor at {name} bias: {layer_factor(V):.3f}")
print(f"tunnelling energy E00: {1e3*E00:.2f} meV")
print(f"emission velocity: {v_emit*100:.2e} cm/s")
print(f"extra voltage, image force: {1e3*(need['image']-half):.1f} mV")
print(f"extra voltage, tunnelling: {1e3*(need['tunnel']-half):.1f} mV")
print(f"extra voltage, layer transport: {1e3*(need['layer']-half):.1f} mV")
print(f"half-to-full voltage, all three: {need_all:.3f} V")
print(f"band bending left then at full bias: {bending(2*need_all):.3f} eV")
print(f"hot temperature of use: {T_hot:.2f} K")
print(f"ideal half-to-full voltage when hot: {half_hot:.3f} V")
print(f"thermal energy when hot: {kB*T_hot/q:.4f} eV")
print(f"band bending left when hot, full bias: {bending_hot:.3f} eV")
print("no test failed")
```

Output:

```
temperature: 300 K
required current ratio: 1e+05
thermal voltage kT/q: 25.852 mV
voltage per decade: 59.53 mV
ideal half-to-full voltage: 0.2976 V
ideal full bias: 0.5953 V
change from back-emission: 0.26 uV
temperature for exactly 0.30 V: 302.4 K
barrier-top shift / added bias, random cases, largest: 0.878
lines per side of array: 1000
half-selected cells: 1998
array leakage / selected current: 2.00 %
barrier height: 0.85 eV
doping: 1.0e+17 cm^-3
relative permittivity: 12
effective mass: 0.30 electron masses
mobility: 300 cm2/Vs
cell side: 200 nm
Richardson constant: 36.1 A/(cm2 K2)
band edge above Fermi level: 0.096 eV
current density at half bias: 1.705e-03 A/cm2
current density at full bias: 170.5 A/cm2
cell current at full bias: 68.2 nA
relative current shift by degeneracy: -1.3e-05
peak field at zero bias: 0.151 MV/cm
band bending at half bias: 0.456 eV
depletion width at half bias: 77.8 nm
contact field at half bias: 0.117 MV/cm
image lowering at half bias: 37.5 meV
tunnelling gain at half bias: 2.441
layer transport factor at half bias: 0.874
band bending at full bias: 0.159 eV
depletion width at full bias: 45.9 nm
contact field at full bias: 0.069 MV/cm
image lowering at full bias: 28.8 meV
tunnelling gain at full bias: 1.794
layer transport factor at full bias: 0.791
tunnelling energy E00: 3.09 meV
emission velocity: 4.91e+06 cm/s
extra voltage, image force: 9.4 mV
extra voltage, tunnelling: 8.4 mV
extra voltage, layer transport: 2.7 mV
half-to-full voltage, all three: 0.322 V
band bending left then at full bias: 0.110 eV
hot temperature of use: 358.15 K
ideal half-to-full voltage when hot: 0.355 V
thermal energy when hot: 0.0309 eV
band bending left when hot, full bias: 0.016 eV
no test failed
```
